# Doubling the inverse temperature of a Fermi function with a rational map

## Problem

A spin orbital of energy $\varepsilon$, in equilibrium with a reservoir of chemical potential $\mu$ at temperature $T$, has the mean occupation

$$f_\beta(\varepsilon)=\frac{1}{1+e^{\beta(\varepsilon-\mu)}},\qquad \beta=\frac{1}{k_BT}>0 .$$

The electrons are independent, or move in a fixed mean field, so that each level is occupied independently of the others. Consider the map

$$g(x)=\frac{x^2}{x^2+(1-x)^2}.$$

(a) Show that $g(f_\beta(\varepsilon))=f_{2\beta}(\varepsilon)$ for every real $\varepsilon$, with the same $\mu$. What do $n$ applications give?

(b) Carry the result over to the density matrix $D=f_\beta(H)$ of a Hermitian matrix $H$ in an orthonormal basis. Is the number of electrons conserved?

(c) SP2 purification builds a zero-temperature density matrix by repeated use of the polynomials $x^2$ and $2x-x^2$. Does either of them turn a Fermi function into another Fermi function? Could any polynomial replace $g$?

(d) To reach a large $\beta$ in $n$ doublings, one may start from the high-temperature form $X_0=\tfrac12 I-\tfrac14\beta_0(H-\mu I)$ with $\beta_0=\beta/2^n$. What error remains at the end, to leading order?

## A tempting solution to part (a)

Write $u=\beta(\varepsilon-\mu)$ and $x=f_\beta(\varepsilon)$.

Far above the chemical potential, $u\gg1$ and $x\approx e^{-u}$. Then $x^2$ is negligible beside $(1-x)^2\approx1$, the denominator of $g$ is close to 1, and $g(x)\approx x^2\approx e^{-2u}$. This is the tail of $f_{2\beta}$.

Far below, $1-x\approx e^{u}$ is small. Now the denominator is close to $x^2\approx1$, so that $1-g(x)\approx(1-x)^2\approx e^{2u}$, which is again the behaviour of $f_{2\beta}$.

At $\varepsilon=\mu$, $x=\tfrac12$ and $g(\tfrac12)=\tfrac12$, as it should be. The map is right in both tails and in the middle, "and therefore $g(f_\beta)=f_{2\beta}$ everywhere".

## Where it fails

The conclusion is true, but the argument does not prove it. Two tails and one point do not fix a function. The polynomial

$$h(x)=x^2+6x^3-10x^4+4x^5$$

passes the same three checks. Near $x=0$ it behaves as $x^2$. At the other end,

$$h(1)=1+6-10+4=1,\qquad h'(1)=2+18-40+20=0,\qquad h''(1)=2+36-120+80=-2,$$

so $1-h(x)\approx(1-x)^2$ near $x=1$. In the middle, $h(\tfrac12)=\tfrac14+\tfrac34-\tfrac58+\tfrac18=\tfrac12$. Yet $h$ is a polynomial, and part (c) shows that no polynomial doubles $\beta$ for all energies.

The approximation $x\approx e^{-u}$ is sound in the tail where it was used, but it cannot be carried to intermediate energies, and so the argument says nothing about them. Take a level 0.1 eV above $\mu$ at $\beta=10\ \mathrm{eV}^{-1}$, so that $u=1$. Then $e^{-u}=0.368$, whereas the occupation is $x=0.269$. The exponential is not the occupation. It is the exact value of another quantity, the ratio of the probability that the level is full to the probability that it is empty. The proof should follow that ratio.

## Solution

### (a) The map squares the odds

For real $x$ the denominator of $g$ cannot vanish, because

$$x^2+(1-x)^2=2x^2-2x+1=\tfrac12+2\left(x-\tfrac12\right)^2\ge\tfrac12 .$$

From $x=1/(1+e^u)$ follows $1-x=e^u/(1+e^u)$. Dividing the two gives the odds of occupation,

$$\frac{x}{1-x}=e^{-u},$$

with no approximation. For the mapped value $y=g(x)$,

$$1-y=\frac{x^2+(1-x)^2-x^2}{x^2+(1-x)^2}=\frac{(1-x)^2}{x^2+(1-x)^2}.$$

The common denominator cancels in the ratio:

$$\frac{y}{1-y}=\frac{x^2}{(1-x)^2}=\left(\frac{x}{1-x}\right)^2=e^{-2u}.$$

It remains to solve for $y$. From $y=(1-y)e^{-2u}$ we get $y(1+e^{-2u})=e^{-2u}$, and multiplying both sides by $e^{2u}$ gives $y(e^{2u}+1)=1$. Hence

$$g(f_\beta(\varepsilon))=\frac{1}{1+e^{2\beta(\varepsilon-\mu)}}=f_{2\beta}(\varepsilon).$$

No step restricted $u$, so the identity holds for every real $\varepsilon$.

The physical content is short. A single level has two states, full and empty, with probabilities in the ratio $e^{-u}:1$. Doubling $\beta$ squares each Boltzmann weight. The map does the same to the probabilities $x$ and $1-x$, and its denominator makes the new pair add up to 1.

For the level with $u=1$, the arithmetic is

$$x^2=0.072329,\qquad (1-x)^2=0.534447,\qquad g(x)=\frac{0.072329}{0.606776}=0.1192 .$$

The Fermi function at $20\ \mathrm{eV}^{-1}$ is also 0.1192. The temperature has fallen from 1160 K to 580 K.

Each application squares the odds again, so after $n$ applications they are $[x/(1-x)]^{2^n}=e^{-2^nu}$. The result is $f_{2^n\beta}$. As $n$ grows, a level above $\mu$ empties and a level below $\mu$ fills, while a level at $\mu$ keeps occupation $\tfrac12$.

### (b) The density matrix and the number of electrons

Let $Hv=\varepsilon v$. By definition of a matrix function, $Dv=xv$ with $x=f_\beta(\varepsilon)$. Therefore

$$\left[D^2+(I-D)^2\right]v=\left[x^2+(1-x)^2\right]v .$$

The matrix in brackets is Hermitian and its eigenvalues are at least $\tfrac12$, so it has an inverse, which acts on $v$ as division by the eigenvalue. Then

$$\left[D^2+(I-D)^2\right]^{-1}D^2v=\frac{x^2}{x^2+(1-x)^2}\,v=f_{2\beta}(\varepsilon)\,v .$$

The eigenvectors of $H$ form a complete basis, so the matrix on the left is $f_{2\beta}(H)$. It can be found by solving linear equations, without diagonalizing $H$. These equations are well conditioned: since $0<x<1$, we have $x^2+(1-x)^2=1-2x(1-x)<1$, so all eigenvalues lie between $\tfrac12$ and 1, and the ratio of the largest to the smallest is below 2.

The number of electrons of one spin is $\mathrm{Tr}\,D$, the sum of the occupations. One application changes an occupation by

$$g(x)-x=\frac{x\left[x-x^2-(1-x)^2\right]}{x^2+(1-x)^2}=\frac{x(-2x^2+3x-1)}{x^2+(1-x)^2}=\frac{x(1-x)(2x-1)}{x^2+(1-x)^2}.$$

Levels below $\mu$ have $x>\tfrac12$ and gain; levels above $\mu$ lose. Nothing in general makes the gains and losses cancel. The map cools the system at fixed chemical potential, not at fixed electron number.

Take as an example an open chain of six sites with zero site energies, hopping $-1$ eV and $\mu=0.3$ eV. These are model parameters. The levels are $\pm0.4450$, $\pm1.2470$ and $\pm1.8019$ eV, three below $\mu$ and three above. Starting from $\beta=1\ \mathrm{eV}^{-1}$, four doublings give:

| $\beta$ (eV⁻¹) | electrons per spin | occupation of the level at 0.4450 eV |
|---|---|---|
| 1 | 3.319 | 0.4638 |
| 2 | 3.364 | 0.4280 |
| 4 | 3.333 | 0.3589 |
| 8 | 3.237 | 0.2386 |
| 16 | 3.089 | 0.0894 |

The first step in the last column can be checked by hand:

$$\frac{0.4638^2}{0.4638^2+0.5362^2}=\frac{0.2151}{0.2151+0.2875}=0.428 .$$

The electron number first rises and then falls. In the first doubling the three lower levels gain more than the three upper ones lose; in the later doublings the losses are larger. As $\beta\to\infty$ the number tends to 3, the number of levels below $\mu$. Over the four doublings it changes by $-0.230$.

If the electron number is prescribed, $\mu$ has to move. Restoring the initial 3.319 electrons at $\beta=16\ \mathrm{eV}^{-1}$ requires $\mu=0.398$ eV instead of 0.3 eV. A shift to $\mu'$ during a doubling multiplies the new odds by a constant,

$$e^{-2\beta(\varepsilon-\mu')}=c\,e^{-2\beta(\varepsilon-\mu)},\qquad c=e^{2\beta(\mu'-\mu)},$$

so the map becomes $cx^2/[cx^2+(1-x)^2]$, with $c$ chosen to give the required trace. The map $g$ is the case $c=1$. The bound of 2 on the condition number holds only for that case. On $[0,1]$ the convex function $cx^2+(1-x)^2$ has its minimum $c/(1+c)$ at $x=1/(1+c)$ and its maximum, 1 or $c$, at an end, so the bound becomes $1+\max(c,1/c)$.

### (c) Why SP2 polynomials do not do this

A Fermi function of any temperature and chemical potential has $\ln[f/(1-f)]=-\beta(\varepsilon-\mu)$, a straight line in $\varepsilon$. This gives a criterion for the two polynomials. Put $w=e^u$, so that $x=1/(1+w)$ and $1-x=w/(1+w)$.

For $y=x^2$, dividing numerator and denominator by $x^2$ gives

$$\frac{y}{1-y}=\frac{1}{x^{-2}-1}=\frac{1}{(1+w)^2-1}=\frac{1}{w(2+w)},\qquad \ln\frac{y}{1-y}=-u-\ln(2+e^u).$$

For $y=2x-x^2$ we have $1-y=(1-x)^2$, and so

$$\frac{y}{1-y}=\frac{1}{(1-x)^2}-1=\frac{(1+w)^2-w^2}{w^2}=\frac{1+2w}{w^2},\qquad \ln\frac{y}{1-y}=-u+\ln(2+e^{-u}).$$

The last form follows from $(1+2w)/w^2=w^{-1}(2+w^{-1})$. Neither logarithm is linear in $u$. A straight line has zero second difference; over the points $u=-1,0,1$ the two results have second differences $-0.216$ and $+0.216$. One SP2 step applied to a Fermi function therefore does not return a Fermi function of any temperature or chemical potential.

The relation to $g$ is nevertheless close. The first polynomial squares the occupation $x$, and the second squares the vacancy $1-x$. The map $g$ squares both and normalizes.

Could another polynomial $p$ do the work of $g$? As $\varepsilon$ runs over the real numbers, $f_\beta(\varepsilon)$ takes every value between 0 and 1. A map that doubles $\beta$ for all energies must therefore equal $g$ on the whole interval $(0,1)$. For a polynomial this would mean

$$p(x)\,(2x^2-2x+1)=x^2$$

at infinitely many points, hence identically. Comparing degrees, $p$ must be a constant. Comparing the terms without $x$, that constant must be zero, and then the left side is zero while the right side is not. No such polynomial exists.

The words "for all energies" matter. For one finite matrix with known eigenvalues, a polynomial can be made to pass through the finitely many required values, but it is tied to that spectrum, to $\beta$ and to $\mu$, and in general it fails already at the next doubling. The proof also excludes only exact equality. Since $g$ is smooth on $[0,1]$, polynomials approximate it as closely as desired: Chebyshev interpolation of degree 15 agrees with $g$ to about $10^{-6}$ and of degree 25 to about $10^{-10}$.

### (d) The error of a linear start

Let $u=\beta(\varepsilon-\mu)$ now refer to the target $\beta$. At the start, $\beta_0(\varepsilon-\mu)=u/2^n$, and the eigenvalue of $X_0$ is

$$x_0=\frac12-\frac{u}{4\cdot2^n}=\frac{1-t}{2},\qquad t=\frac{u}{2^{n+1}} .$$

This is the Fermi function to first order in $t$, because $1/(1+e^{2t})=\tfrac12(1-\tanh t)$ and $\tanh t\approx t$. Assume $|t|<1$ for all levels, which means $\beta_0|\varepsilon-\mu|<2$. The starting odds are then positive:

$$\frac{x_0}{1-x_0}=\frac{1-t}{1+t}=e^{-2\,\mathrm{artanh}\,t}.$$

After $n$ squarings the exponent is multiplied by $2^n$, so that

$$x_n=\frac{1}{1+\exp\left(2^{n+1}\,\mathrm{artanh}\,t\right)} .$$

With $\mathrm{artanh}\,t=t+t^3/3+\dots$, the exponent becomes

$$2^{n+1}t+\frac{2^{n+1}t^3}{3}+\dots=u+\frac{u^3}{3\cdot2^{2n+2}}+\dots=u+\frac{u^3}{12\cdot4^n}+\dots$$

The derivative of $1/(1+e^u)$ with respect to $u$ is $-e^u/(1+e^u)^2=-f(1-f)$. When the shift of the exponent is small,

$$x_n-f_\beta(\varepsilon)\approx-\frac{f_\beta(1-f_\beta)\,u^3}{12\cdot4^n}.$$

The factor $4^{-n}$ has two sources. The start has an error in the exponent proportional to $t^3$, hence to $8^{-n}$, and the doublings magnify it by $2^n$. In exact arithmetic the doublings add no error of their own. Rounding errors, however, are magnified in the same way. The slope $g'(x)=2x(1-x)/[x^2+(1-x)^2]^2$ equals 2 at $x=\tfrac12$, where all eigenvalues start when $\beta_0$ is small, so a rounding error in $X_0$ can grow by up to $2^n$. The error of the start falls as $4^{-n}$, while the rounding error grows in proportion to $2^n$ times the machine precision. Once the two meet, more doublings make the result worse. For the chain example that follows, in double precision, this happens near $n\approx19$, at an error of a few times $10^{-12}$.

For the chain with target $\beta=16\ \mathrm{eV}^{-1}$ and $n=5$, the starting value is $\beta_0=0.5\ \mathrm{eV}^{-1}$. The level farthest from $\mu$ has $\beta_0|\varepsilon-\mu|=0.5\times2.1019=1.05$, below the limit of 2. The level at 0.4450 eV has $u=16\times0.1450=2.32$ and $f=0.0894$, so the size of its predicted error is

$$\frac{0.0894\times0.9106\times2.32^3}{12\times1024}\approx8.3\times10^{-5}.$$

The largest error in any occupation, found by comparison with diagonalization, is $8.29\times10^{-5}$. With six and seven doublings to the same target it is $2.07\times10^{-5}$ and $5.18\times10^{-6}$, a fourfold reduction each time.

If $|t|>1$ for some level, $x_0$ lies outside the interval from 0 to 1 and its odds are negative. The first squaring makes them positive and hides the fault. Since $[(1-t)/(1+t)]^2$ does not change when $t$ is replaced by $1/t$, a level too far from $\mu$ is then treated as if it were nearer, and its occupation moves back towards $\tfrac12$ as its distance grows. The remedy is a smaller $\beta_0$, that is, more doublings.

The numerical check checks the scalar identity symbolically and the matrix results against direct diagonalization.

## Values computed for the example and the checks

```
ONE LEVEL
level above mu: 0.1 eV
beta before, after: 10, 20 1/eV
T before, after: 1160.5, 580.2 K
occupation x: 0.268941
x^2: 0.072329
(1-x)^2: 0.534447
x^2+(1-x)^2: 0.606776
mapped occupation: 0.119203
Fermi function at 2 beta: 0.119203
odds before, after: 0.367879, 0.135335
SECOND DIFFERENCE OF LOG-ODDS at beta(e-mu) = -1, 0, 1
rational map: 0.0000
SP2 branch x^2: -0.2162
SP2 branch 2x-x^2: 0.2162
CHAIN
sites: 6, hopping: -1.0 eV, mu: 0.3 eV
levels (eV): -1.8019 -1.2470 -0.4450 0.4450 1.2470 1.8019
first level above mu: number 4
columns: beta (1/eV), T (K), electrons per spin,
  occupation of that level, max deviation from diagonalization
   1   11604.5 3.31910 0.46380 3e-16
   2    5802.3 3.36404 0.42798 3e-16
   4    2901.1 3.33289 0.35889 4e-16
   8    1450.6 3.23655 0.23861 6e-16
  16     725.3 3.08942 0.08943 6e-16
condition numbers of the solves: 1.603 1.903 1.852 1.571
change of electrons per spin: -0.22968
mu restoring the initial number at final beta: 0.39767 eV
LINEAR START, target beta 16 1/eV
columns: doublings, starting beta (1/eV), error, predicted error
5 0.500 8.285e-05 8.282e-05
6 0.250 2.071e-05 2.071e-05
7 0.125 5.176e-06 5.176e-06
error ratios per extra doubling: 4.001, 4.000
```
